# Transport and Elastic Cross Sections of the Screened-Rutherford Law: a numerical check

```python
"""
Result under test: for the screened-Rutherford law
    dsigma/dOmega = C / (1 - cos(theta) + 2 a)^2
the transport-to-elastic cross-section ratio is
    sigma_tr / sigma_el = 2 a [ (1 + a) ln(1 + 1/a) - 1 ],
which tends to 2 a [ ln(1/a) - 1 ] for a -> 0 (weak screening).
sigma_tr weights the cross section with x = 1 - cos(theta).
Born scattering by a Yukawa potential of charge Z and screening length R gives
    a = 1/(4 k^2 R^2),  C = [Z e^2 / (4 pi eps0 2 E)]^2,
with k the wavenumber and E the energy of the electron.
Mean free paths: lambda = 1/(n sigma), n = number of atoms per volume.
Functions marked 'bohr' take lengths in Bohr radii and energies in hartree.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, simpson
from scipy.special import spherical_jn, spherical_yn
from pyscf import gto, scf, dft

BOHR = sc.physical_constants["Bohr radius"][0]
HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
COULOMB = sc.e**2 / (4 * np.pi * sc.epsilon_0)      # J m


def ratio_formula(a):
    return 2 * a * ((1 + a) * np.log1p(1 / a) - 1)


def ratio_limit(a):
    return 2 * a * (np.log(1 / a) - 1)


def ratio_by_quadrature(a):
    """Ratio of the two defining integrals, in high precision."""
    a = mp.mpf(a)
    inner = [a * 4**j for j in range(40) if a * 4**j < 2]
    points = [mp.mpf(0)] + inner + [mp.mpf(2)]
    elastic = mp.quad(lambda x: 1 / (x + 2 * a)**2, points)
    transport = mp.quad(lambda x: x / (x + 2 * a)**2, points)
    return transport / elastic


def born_sections(energy_joule, charge, screening_length):
    """a, sigma_el, sigma_tr from the closed formulas, SI units."""
    k = np.sqrt(2 * sc.m_e * energy_joule) / sc.hbar
    a = 1 / (4 * k**2 * screening_length**2)
    c = (charge * COULOMB / (2 * energy_joule))**2
    sigma_el = np.pi * c / (a * (1 + a))
    sigma_tr = 2 * np.pi * c * (np.log1p(1 / a) - 1 / (1 + a))
    return a, sigma_el, sigma_tr


def partial_wave_sections(k, charge, length, r_max=8.0, h=5e-4):
    """sigma_el, sigma_tr (bohr^2) from phase shifts in the Yukawa potential.
    The radial equation is solved by the ratio form of the Numerov method."""
    l = np.arange(int(0.8 * k * r_max))
    barrier = l * (l + 1.0)

    def numerov_term(r):
        attraction = 2 * charge * np.exp(-r / length) / r
        return -(h**2 / 12) * (k**2 + attraction - barrier / r**2)

    steps = int(round(r_max / h))
    inverse = np.zeros(l.size)
    for n in range(1, steps + 1):
        t = numerov_term(n * h)
        capped = np.minimum(t, 0.2)
        growth = (2 + 10 * capped) / (1 - capped) - inverse
        # deep inside the centrifugal barrier the wave is set to zero
        inverse = np.where(t > 0.2, 0.0, 1 / growth)
    r1, r2 = steps * h, (steps + 1) * h
    rho = growth * (1 - numerov_term(r1)) / (1 - numerov_term(r2))
    f1, f2 = r1 * spherical_jn(l, k * r1), r2 * spherical_jn(l, k * r2)
    g1, g2 = -r1 * spherical_yn(l, k * r1), -r2 * spherical_yn(l, k * r2)
    delta = np.arctan((rho * f1 - f2) / (g2 - rho * g1))
    sigma_el = 4 * np.pi / k**2 * np.sum((2 * l + 1) * np.sin(delta)**2)
    jumps = np.sin(delta[:-1] - delta[1:])**2
    sigma_tr = 4 * np.pi / k**2 * np.sum((l[:-1] + 1) * jumps)
    return sigma_el, sigma_tr


# ---------- the ratio and its limits against the defining integrals ----------
mp.mp.dps = 30
for a_test in (1e-4, 1e-2, 0.3, 5.0):
    assert abs(float(ratio_by_quadrature(a_test)) / ratio_formula(a_test) - 1) < 1e-9
for a_test in (mp.mpf("1e-3"), mp.mpf("1e-4")):
    log_term = mp.log(1 / a_test)
    two_orders = 2 * a_test * (log_term - 1) + 2 * a_test**2 * (log_term + 1)
    remainder = ratio_by_quadrature(a_test) - two_orders
    assert abs(remainder / a_test**3 - 1) < 1e-3      # next term is a^3
deviation = 1 - float(ratio_by_quadrature(100))
assert abs(deviation * 300 - 1) < 0.02                # 1 - 1/(3a) for large a

# ---------- worked example: silicon film, 10 keV ----------
Z = 14
energy_ev = 1.0e4
film_nm = 100.0
lattice_nm = 0.543
density = 8 / (lattice_nm * 1e-9)**3
R = BOHR * Z**(-1 / 3)
energy = energy_ev * sc.e
k = np.sqrt(2 * sc.m_e * energy) / sc.hbar
a, sigma_el, sigma_tr = born_sections(energy, Z, R)
ratio = ratio_formula(a)
assert abs(sigma_tr / sigma_el / ratio - 1) < 1e-10
mfp_el = 1e9 / (density * sigma_el)
mfp_tr = 1e9 / (density * sigma_tr)

# ---------- absolute Born cross sections against weak-coupling waves ----------
k_bohr, R_bohr = k * BOHR, R / BOHR
weak_charge = 0.1
wave_el, wave_tr = partial_wave_sections(k_bohr, weak_charge, R_bohr)
_, weak_el, weak_tr = born_sections(energy, weak_charge, R)
weak_el_quotient = wave_el * BOHR**2 / weak_el
weak_tr_quotient = wave_tr * BOHR**2 / weak_tr
# tolerance: second-order coupling and the finite radial step
assert abs(weak_el_quotient - 1) < 2e-3
assert abs(weak_tr_quotient - 1) < 2e-3

# ---------- random walk: meaning of the transport mean free path ----------
rng = np.random.default_rng(7)
a_walk, walkers, path_mark = 0.05, 200000, 3.0       # lengths in lambda_el
cosine = np.ones(walkers)
path = np.zeros(walkers)
forward = np.zeros(walkers)
cosine_at_mark = np.full(walkers, np.nan)
for collision in range(60):
    step = rng.exponential(size=walkers)
    path += step
    forward += step * cosine
    arrived = (path >= path_mark) & np.isnan(cosine_at_mark)
    cosine_at_mark[arrived] = cosine[arrived]
    xi = rng.random(walkers)
    mu = 1 - 2 * a_walk * xi / (1 + a_walk - xi)
    side = np.sqrt(np.maximum(0, (1 - cosine**2) * (1 - mu**2)))
    cosine = cosine * mu + side * np.cos(2 * np.pi * rng.random(walkers))
    cosine = np.clip(cosine, -1, 1)
assert not np.isnan(cosine_at_mark).any()
walk_forward = forward.mean()
walk_forward_error = forward.std() / np.sqrt(walkers)
walk_cosine = cosine_at_mark.mean()
walk_cosine_error = cosine_at_mark.std() / np.sqrt(walkers)
forward_theory = 1 / ratio_formula(a_walk)
cosine_theory = np.exp(-path_mark * ratio_formula(a_walk))
assert abs(walk_forward - forward_theory) < 4.5 * walk_forward_error
assert abs(walk_cosine - cosine_theory) < 4.5 * walk_cosine_error


# ---------- which angles carry the two cross sections ----------
def shares_below(x_cut):
    """Shares of sigma_el and sigma_tr from 1 - cos(theta) < x_cut."""
    shares = []
    for power in (0, 1):
        def weight(u):                               # x = exp(u)
            x = np.exp(u)
            return x**(power + 1) / (x + 2 * a)**2
        low = np.log(a) - 30
        part = quad(weight, low, np.log(x_cut), limit=200)[0]
        whole = quad(weight, low, np.log(2.0), limit=200)[0]
        shares.append(part / whole)
    return shares


median_x = 2 * a / (1 + 2 * a)
assert abs(shares_below(median_x)[0] - 0.5) < 1e-6
median_angle = np.degrees(np.arccos(1 - median_x))
el20, tr20 = shares_below(1 - np.cos(np.radians(20)))
bond = lattice_nm * 1e-9 * np.sqrt(3) / 4
q_bond = 2 * np.pi / bond
bond_angle = np.degrees(2 * np.arcsin(q_bond / (2 * k)))
el_bond, tr_bond = shares_below(q_bond**2 / (2 * k**2))

# ---------- atom shape: Born scattering from a Hartree-Fock density ----------
atom = gto.M(atom="Si 0 0 0", basis="cc-pvtz", spin=2, verbose=0)
field = scf.UHF(atom)
field.kernel()
assert field.converged
grid = dft.gen_grid.Grids(atom)
grid.level = 3
grid.build()
orbitals = dft.numint.eval_ao(atom, grid.coords)
spin_matrices = field.make_rdm1()
total_matrix = spin_matrices[0] + spin_matrices[1]
charge_weights = grid.weights * np.sum((orbitals @ total_matrix) * orbitals, axis=1)
radii = np.linalg.norm(grid.coords, axis=1)
electron_count = charge_weights.sum()
assert abs(electron_count - Z) < 1e-3

q = np.geomspace(1e-3, 2 * k_bohr, 601)


def sections_from_amplitude(amplitude):
    """sigma_el, sigma_tr (bohr^2) from a Born amplitude on the q grid."""
    log_q = np.log(q)
    base = 2 * np.pi / k_bohr**2 * q**2 * amplitude**2
    return simpson(base, x=log_q), simpson(base * q**2 / (2 * k_bohr**2), x=log_q)


yukawa_el, yukawa_tr = sections_from_amplitude(2 * Z / (q**2 + 1 / R_bohr**2))
assert abs(yukawa_el * BOHR**2 / sigma_el - 1) < 1e-4
assert abs(yukawa_tr * BOHR**2 / sigma_tr - 1) < 1e-4
unscreened = np.array([np.sum(charge_weights * (1 - np.sinc(qi * radii / np.pi)))
                       for qi in q])
hf_el, hf_tr = sections_from_amplitude(2 * unscreened / q**2)

# ---------- relativistic kinematics (no spin) ----------
rest = sc.m_e * sc.c**2
gamma = 1 + energy / rest
k_rel = np.sqrt(energy**2 + 2 * energy * rest) / (sc.hbar * sc.c)
a_rel = 1 / (4 * k_rel**2 * R**2)
c_rel = (gamma * sc.m_e * Z * COULOMB / (sc.hbar * k_rel)**2)**2
tr_rel = 2 * np.pi * c_rel * (np.log1p(1 / a_rel) - 1 / (1 + a_rel))

# ---------- energy loss, Bethe formula ----------
excitation_ev = 170.0                                # rough value for silicon
stopping = (2 * np.pi * density * Z * COULOMB**2 / energy
            * np.log(1.166 * energy_ev / excitation_ev))
stopping_ev_nm = stopping / sc.e * 1e-9

# ---------- effect of a doubled screening length ----------
_, el_double, tr_double = born_sections(energy, Z, 2 * R)

print(f"beam energy = {energy_ev/1e3:.1f} keV, Z = {Z}")
print(f"lattice parameter (rough) = {lattice_nm:.3f} nm")
print(f"atomic density n = {density:.3e} m^-3")
print(f"wavenumber k = {k*1e-9:.2f} nm^-1")
print(f"screening length R = {R*1e9:.5f} nm, k R = {k*R:.3f}")
print(f"screening parameter a = {a:.6f}")
print(f"ln(1+1/a) = {np.log1p(1/a):.5f}")
print(f"ratio, full formula = {ratio:.6f}")
print(f"ratio, quadrature = {float(ratio_by_quadrature(a)):.6f}")
print(f"ratio, weak-screening limit = {ratio_limit(a):.6f}")
print(f"relative error of the limit = {100*(ratio_limit(a)/ratio-1):.3f} %")
print(f"limit without the -1 / full = {2*a*np.log(1/a)/ratio:.4f}")
print(f"sigma_el = {sigma_el*1e18:.4e} nm^2")
print(f"sigma_tr = {sigma_tr*1e18:.4e} nm^2")
print(f"lambda_el = {mfp_el:.2f} nm")
print(f"lambda_tr = {mfp_tr:.1f} nm")
print(f"path in film = {film_nm:.0f} nm, collisions = {film_nm/mfp_el:.2f}")
print(f"mean cosine after this path = {np.exp(-film_nm/mfp_tr):.4f}")
print(f"median angle = {median_angle:.2f} deg")
print(f"beyond 20 deg: {100*(1-el20):.2f} % of sigma_el")
print(f"beyond 20 deg: {100*(1-tr20):.2f} % of sigma_tr")
print(f"R doubled: sigma_el x {el_double/sigma_el:.3f}, "
      f"sigma_tr x {tr_double/sigma_tr:.3f}")
print("Weak-coupling waves / Born formula (charge 0.1):")
print(f"  sigma_el {weak_el_quotient:.5f}, sigma_tr {weak_tr_quotient:.5f}")
print(f"Random walk, a = {a_walk}, lengths in lambda_el:")
print(f"  forward {walk_forward:.3f} +- {walk_forward_error:.3f}, "
      f"theory {forward_theory:.3f}")
print(f"  cosine at path {path_mark:.0f}: {walk_cosine:.4f} +- "
      f"{walk_cosine_error:.4f}, theory {cosine_theory:.4f}")
print("E (keV) | a | ratio | limit | ratio from partial waves")
for kev in (1.0, 3.0, 10.0, 30.0):
    e_joule = kev * 1e3 * sc.e
    a_e, el_e, tr_e = born_sections(e_joule, Z, R)
    k_e = np.sqrt(2 * kev * 1e3 / HARTREE_EV)
    pw_el, pw_tr = partial_wave_sections(k_e, Z, R_bohr)
    if kev * 1e3 == energy_ev:
        full_el, full_tr = pw_el, pw_tr
    print(f"  {kev:4.0f} | {a_e:.6f} | {ratio_formula(a_e):.5f} | "
          f"{ratio_limit(a_e):.5f} | {pw_tr/pw_el:.5f}")
print("Neglected effects at the example's energy:")
print(f"Born parameter Z/(k a0) = {Z/k_bohr:.3f}")
print(f"partial waves / Born: sigma_el {full_el*BOHR**2/sigma_el:.4f}, "
      f"sigma_tr {full_tr*BOHR**2/sigma_tr:.4f}")
print(f"HF atom / Yukawa (Born): sigma_el {hf_el/yukawa_el:.4f}, "
      f"sigma_tr {hf_tr/yukawa_tr:.4f}")
print(f"HF atom (Born): ratio = {hf_tr/hf_el:.5f}")
print(f"HF atom (Born): lambda_el = {1e9/(density*hf_el*BOHR**2):.2f} nm, "
      f"lambda_tr = {1e9/(density*hf_tr*BOHR**2):.1f} nm")
print(f"relativistic / non-relativistic: ratio {ratio_formula(a_rel)/ratio:.4f}, "
      f"sigma_tr {tr_rel/sigma_tr:.4f}")
print(f"mean excitation energy (rough) = {excitation_ev:.0f} eV")
print(f"stopping power = {stopping_ev_nm:.2f} eV/nm")
print(f"energy loss in {film_nm:.0f} nm = {stopping_ev_nm*film_nm:.0f} eV")
print(f"initial loss rate x lambda_tr / E = {stopping_ev_nm*mfp_tr/energy_ev:.3f}")
print(f"target electrons, rough share 1/Z = {1/Z:.3f}")
print(f"bond length d = {bond*1e9:.4f} nm, angle for q = 2 pi/d: "
      f"{bond_angle:.2f} deg")
print(f"below it: {100*el_bond:.1f} % of sigma_el, {100*tr_bond:.1f} % of sigma_tr")
print("no test failed")
```

Output:

```
beam energy = 10.0 keV, Z = 14
lattice parameter (rough) = 0.543 nm
atomic density n = 4.997e+28 m^-3
wavenumber k = 512.32 nm^-1
screening length R = 0.02196 nm, k R = 11.249
screening parameter a = 0.001976
ln(1+1/a) = 6.22875
ratio, full formula = 0.020711
ratio, quadrature = 0.020711
ratio, weak-screening limit = 0.020654
relative error of the limit = -0.272 %
limit without the -1 / full = 1.1881
sigma_el = 1.6123e-03 nm^2
sigma_tr = 3.3392e-05 nm^2
lambda_el = 12.41 nm
lambda_tr = 599.3 nm
path in film = 100 nm, collisions = 8.06
mean cosine after this path = 0.8463
median angle = 5.09 deg
beyond 20 deg: 5.96 % of sigma_el
beyond 20 deg: 64.63 % of sigma_tr
R doubled: sigma_el x 4.006, sigma_tr x 1.264
Weak-coupling waves / Born formula (charge 0.1):
  sigma_el 1.00031, sigma_tr 1.00052
Random walk, a = 0.05, lengths in lambda_el:
  forward 4.563 +- 0.029, theory 4.552
  cosine at path 3: 0.5186 +- 0.0011, theory 0.5174
E (keV) | a | ratio | limit | ratio from partial waves
     1 | 0.019758 | 0.11941 | 0.11555 | 0.18882
     3 | 0.006586 | 0.05351 | 0.05299 | 0.06860
    10 | 0.001976 | 0.02071 | 0.02065 | 0.02297
    30 | 0.000659 | 0.00834 | 0.00833 | 0.00869
Neglected effects at the example's energy:
Born parameter Z/(k a0) = 0.516
partial waves / Born: sigma_el 0.8777, sigma_tr 0.9732
HF atom / Yukawa (Born): sigma_el 1.4055, sigma_tr 0.9014
HF atom (Born): ratio = 0.01328
HF atom (Born): lambda_el = 8.83 nm, lambda_tr = 664.9 nm
relativistic / non-relativistic: ratio 0.9921, sigma_tr 1.0214
mean excitation energy (rough) = 170 eV
stopping power = 3.85 eV/nm
energy loss in 100 nm = 385 eV
initial loss rate x lambda_tr / E = 0.231
target electrons, rough share 1/Z = 0.071
bond length d = 0.2351 nm, angle for q = 2 pi/d: 2.99 deg
below it: 25.7 % of sigma_el, 0.8 % of sigma_tr
no test failed
```
